# Shockley End States of a Chain with Crossed s and p Bands: a numerical check

```python
"""
Result under test: a simply cut chain with one s and one p orbital per site has
an end state in its gap if and only if the s and p bands have crossed:
    Ep - Es < 2 (A + B),   with energy   E0 = (B Es + A Ep) / (A + B).
Symbols: Es, Ep  on-site energies;  -A  s-s hopping;  +B  p-p hopping;
         +V  hopping s(n)-p(n+1);  -V  hopping p(n)-s(n+1);  A, B, V > 0;
         delta = (Ep - Es)/(A + B);  g = V/sqrt(A B);
         root  factor by which a decaying solution changes from site to site.
Energies in eV, lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants


def hopping_matrix(A, B, V):
    return np.array([[-A, V], [-V, B]], dtype=float)


def open_chain(N, Es, Ep, A, B, V):
    T = hopping_matrix(A, B, V)
    return (np.kron(np.eye(N), np.diag([Es, Ep]))
            + np.kron(np.eye(N, k=1), T) + np.kron(np.eye(N, k=-1), T.T))


def bloch_matrices(k, Es, Ep, A, B, V):
    T = hopping_matrix(A, B, V)
    phase = np.exp(1j * np.atleast_1d(k))[:, None, None]
    return np.diag([Es, Ep]) + T * phase + T.T / phase


def gap_edges(params):
    bands = np.linalg.eigvalsh(bloch_matrices(np.linspace(0, np.pi, 4001), *params))
    return bands[:, 0].max(), bands[:, 1].min()


def reduced(params):
    Es, Ep, A, B, V = params
    return (Ep - Es) / (A + B), V / np.sqrt(A * B), (B * Es + A * Ep) / (A + B)


def decay_roots(delta, g):
    roots = np.roots([1 + g, delta, 1 - g])
    return roots[np.argsort(-np.abs(roots))]


def level_count(levels, edges, tol=1e-4):
    inside = (levels > edges[0] + tol) & (levels < edges[1] - tol)
    below = levels <= edges[0] + tol
    return below.sum(), inside.sum(), len(levels) - below.sum() - inside.sum()


# Symbolic test: determinant of the Bloch matrix at E0, with z = exp(ik)
sEs, sEp, z = sp.symbols("Es Ep z")
sA, sB, sV = sp.symbols("A B V", positive=True)
sE0 = (sB * sEs + sA * sEp) / (sA + sB)
sT = sp.Matrix([[-sA, sV], [-sV, sB]])
bloch = sp.diag(sEs, sEp) + sT * z + sT.T / z
sdelta = (sEp - sEs) / (sA + sB)
claimed = -sA * sB * (sdelta + z + 1 / z)**2 + sV**2 * (z - 1 / z)**2
assert sp.simplify((bloch - sE0 * sp.eye(2)).det() - claimed) == 0

# Random chains: gap, number of gap levels, their energy, and size of the roots
rng = np.random.default_rng(7)
number_crossed = number_uncrossed = 0
for trial in range(40):
    A, B = rng.uniform(0.5, 3.0, 2)
    g_in = rng.uniform(0.3, 1.5)
    crossed = trial % 2 == 0
    delta_in = rng.uniform(0.2, 1.7) if crossed else rng.uniform(2.3, 4.0)
    params = (0.0, delta_in * (A + B), A, B, g_in * np.sqrt(A * B))
    delta, g, E0 = reduced(params)
    edges = gap_edges(params)
    assert edges[0] < E0 < edges[1]
    levels = np.linalg.eigvalsh(open_chain(120, *params))
    count = level_count(levels, edges)
    assert count == ((119, 2, 119) if crossed else (120, 0, 120))
    if crossed:
        assert np.max(np.abs(levels[119:121] - E0)) < 1e-3
    assert (np.abs(decay_roots(delta, g)).max() < 1) == crossed
    # equal numbers of levels on both sides of E0, also in a short chain
    assert np.sum(np.linalg.eigvalsh(open_chain(10, *params)) < E0) == 10
    number_crossed += crossed
    number_uncrossed += not crossed

# The constructed end state solves the cut chain, for every type of root:
# real roots, complex roots, a double root, and one vanishing root (g = 1)
for params in [(-6, 2, 2, 3, 2), (0, 2.5, 1, 4, 1), (0, 8, 1, 4, 1.2), (0, 5, 1, 4, 2)]:
    delta, g, E0 = reduced(params)
    f = np.zeros(202)
    f[1] = 1.0
    for n in range(1, 201):
        f[n + 1] = -(delta * f[n] + (1 - g) * f[n - 1]) / (1 + g)
    state = np.kron(f[1:201], [1.0, -np.sqrt(params[2] / params[3])])
    residual = open_chain(200, *params) @ state - E0 * state
    assert np.linalg.norm(residual) < 1e-11 * np.linalg.norm(state)

# Worked example: all hoppings scale together with the spacing
ES, EP, A_REF, B_REF, V_REF = -6.0, 2.0, 2.0, 3.0, 2.0
SPACING_REF, RANGE = 2.5, 1.0


def model(spacing):
    scale = np.exp(-(spacing - SPACING_REF) / RANGE)
    return ES, EP, A_REF * scale, B_REF * scale, V_REF * scale


critical = SPACING_REF + RANGE * np.log(2 * (A_REF + B_REF) / (EP - ES))
edges_critical = gap_edges(model(critical))
assert abs(edges_critical[1] - edges_critical[0]) < 1e-9

print(f"On-site energies Es, Ep: {ES:.1f}, {EP:.1f} eV")
print(f"Hoppings A, B, V at {SPACING_REF} angstrom: {A_REF}, {B_REF}, {V_REF} eV")
print(f"Range of the exponential scaling: {RANGE:.1f} angstrom")
print(f"Spacing at which the bands cross: {critical:.4f} angstrom")
print(f"Energy at which the gap closes there: {edges_critical[0]:.4f} eV")

N = 80
print(f"Approach of the atoms, open chain of {N} sites:")
print("a (angstrom) | delta | gap from, to (eV) | levels below/in/above gap"
      " | larger |root| | s share, lower band, k=pi")
for spacing in (3.5, 3.0, 2.75, 2.6, 2.5, 2.3):
    params = model(spacing)
    delta, g, E0 = reduced(params)
    edges = gap_edges(params)
    count = level_count(np.linalg.eigvalsh(open_chain(N, *params)), edges)
    crossed = spacing < critical
    assert count == ((N - 1, 2, N - 1) if crossed else (N, 0, N))
    edge_vector = np.linalg.eigh(bloch_matrices(np.pi, *params)[0])[1][:, 0]
    s_share = abs(edge_vector[0])**2
    assert abs(s_share - (0.0 if crossed else 1.0)) < 1e-10
    largest = np.abs(decay_roots(delta, g)).max()
    print(f"{spacing:.2f} | {delta:.4f} | {edges[0]:.4f}, {edges[1]:.4f} | "
          f"{count[0]}/{count[1]}/{count[2]} | {largest:.4f} | {s_share:.3f}")

# End state at the reference spacing, formula against diagonalization
params = model(SPACING_REF)
delta, g, E0 = reduced(params)
roots = decay_roots(delta, g)
levels, vectors = np.linalg.eigh(open_chain(N, *params))
pair = vectors[:, N - 1:N + 1].reshape(N, 2, 2)
site_weight = (pair**2).sum(axis=(1, 2))
sites = np.arange(1, N + 1)
f = (roots[0]**sites - roots[1]**sites) / (roots[0] - roots[1])
formula_weight = f**2 / np.sum(f**2)
assert np.max(np.abs(site_weight[:N // 2] - formula_weight[:N // 2])) < 1e-6
end_weight = g * (4 - delta**2) / (1 + g)**2
assert abs(end_weight - site_weight[0]) < 1e-6
ratio_left = pair[0, 1, 0] / pair[0, 0, 0]
ratio_right = pair[-1, 1, 0] / pair[-1, 0, 0]
assert abs(ratio_left + np.sqrt(A_REF / B_REF)) < 1e-5
assert abs(ratio_right - np.sqrt(A_REF / B_REF)) < 1e-5
s_share_end = (pair[0, 0]**2).sum() / site_weight[0]
assert abs(s_share_end - B_REF / (A_REF + B_REF)) < 1e-5
assert abs(pair[14, 0, 0] / pair[13, 0, 0] - roots[0]) < 1e-5
assert np.max(np.abs(levels[N - 1:N + 1] - E0)) < 1e-6
length = -SPACING_REF / np.log(abs(roots[0]))
hartree = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom

print(f"End state at {SPACING_REF} angstrom: delta = {delta:.4f}, g = {g:.4f}")
print(f"Energy E0 from the formula: {E0:.6f} eV = {E0 / hartree:.6f} hartree")
print(f"The two gap levels of the chain: {levels[N-1]:.6f}, {levels[N]:.6f} eV")
print(f"Splitting of these two levels: {levels[N] - levels[N-1]:.1e} eV")
print(f"Roots: {roots[0]:.4f}, {roots[1]:.4f}")
print(f"Amplitude decay length: {length:.3f} angstrom = {length / bohr:.3f} bohr")
print(f"p/s amplitude ratio, left end: {ratio_left:.4f}; right end: {ratio_right:.4f}")
print(f"s share of the end state: {s_share_end:.4f}")
print(f"Weight on the end site from the formula: {end_weight:.4f}")
print("Weights on sites 1 to 5 from diagonalization: "
      + ", ".join(f"{w:.4f}" for w in site_weight[:5]))

# Contrast: uncrossed chain whose first site is raised in energy
TAMM_SPACING, SHIFT = 3.5, 3.0
params = model(TAMM_SPACING)
edges = gap_edges(params)
perturbed = open_chain(N, *params)
perturbed[0, 0] += SHIFT
perturbed[1, 1] += SHIFT
levels, vectors = np.linalg.eigh(perturbed)
in_gap = np.where((levels > edges[0] + 1e-4) & (levels < edges[1] - 1e-4))[0]
assert len(in_gap) == 1
tamm_weight = (vectors[:2, in_gap[0]]**2).sum()
assert tamm_weight > 0.5
print(f"Tamm case at {TAMM_SPACING} angstrom, end site raised by {SHIFT:.1f} eV:")
print(f"Gap levels: {len(in_gap)}; energy {levels[in_gap[0]]:.4f} eV; "
      f"weight on end site {tamm_weight:.4f}")
print(f"Random chains tested: {number_crossed} crossed, {number_uncrossed} uncrossed")
print("verified")
```

It prints:

```
On-site energies Es, Ep: -6.0, 2.0 eV
Hoppings A, B, V at 2.5 angstrom: 2.0, 3.0, 2.0 eV
Range of the exponential scaling: 1.0 angstrom
Spacing at which the bands cross: 2.7231 angstrom
Energy at which the gap closes there: -2.8000 eV
Approach of the atoms, open chain of 80 sites:
a (angstrom) | delta | gap from, to (eV) | levels below/in/above gap | larger |root| | s share, lower band, k=pi
3.50 | 4.3493 | -4.5285, -0.2073 | 80/0/80 | 2.3513 | 1.000
3.00 | 2.6380 | -3.5739, -1.6392 | 80/0/80 | 1.3790 | 1.000
2.75 | 2.0544 | -2.8848, -2.6728 | 80/0/80 | 1.0332 | 1.000
2.60 | 1.7683 | -3.4290, -2.3807 | 79/2/79 | 0.8553 | 0.000
2.50 | 1.6000 | -4.0000, -2.0000 | 79/2/79 | 0.7453 | 0.000
2.30 | 1.3100 | -5.3284, -1.1144 | 79/2/79 | 0.5309 | 0.000
End state at 2.5 angstrom: delta = 1.6000, g = 0.8165
Energy E0 from the formula: -2.800000 eV = -0.102898 hartree
The two gap levels of the chain: -2.800000, -2.800000 eV
Splitting of these two levels: 2.3e-10 eV
Roots: -0.7453, -0.1355
Amplitude decay length: 8.503 angstrom = 16.068 bohr
p/s amplitude ratio, left end: -0.8165; right end: 0.8165
s share of the end state: 0.6000
Weight on the end site from the formula: 0.3563
Weights on sites 1 to 5 from diagonalization: 0.3563, 0.2765, 0.1623, 0.0910, 0.0506
Tamm case at 3.5 angstrom, end site raised by 3.0 eV:
Gap levels: 1; energy -2.9298 eV; weight on end site 0.9086
Random chains tested: 20 crossed, 20 uncrossed
verified
```
